# The p-Exciton Series at a Dipole-Forbidden Direct Edge

A cubic crystal with inversion symmetry has a direct gap $E_g$ at $\mathbf k=0$. The conduction state $c$ and valence state $v$ there are non-degenerate apart from spin and have the same parity. Near the edge both bands are parabolic and isotropic, with reduced mass $\mu$. Electron and hole attract through a Coulomb potential screened by a constant relative permittivity $\epsilon_r$. Light has polarization $\mathbf e$, and its wavevector is neglected until part (g). The free-electron mass is $m$ and the elementary charge is $e$. The problem is to find which excitons absorb light, at what energies, and how strongly.

## (a) The interband momentum element

**Find $\mathbf e\cdot\mathbf p_{cv}(\mathbf k)$ to first order in $\mathbf k$.**

Write the Bloch functions as $e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$. Then

$$\mathbf p_{cv}(\mathbf k)=\langle u_{c\mathbf k}|\mathbf p+\hbar\mathbf k|u_{v\mathbf k}\rangle=\langle u_{c\mathbf k}|\mathbf p|u_{v\mathbf k}\rangle ,$$

because $u_{c\mathbf k}$ and $u_{v\mathbf k}$ are orthogonal. At $\mathbf k=0$ both states have the same parity while $\mathbf p$ is odd, so $\mathbf p_{cv}(0)=0$: the transition is dipole-forbidden.

For small $\mathbf k$ the periodic parts feel the perturbation $\hbar\mathbf k\cdot\mathbf p/m$. With all states on the right taken at $\mathbf k=0$,

$$u_{v\mathbf k}=u_v+\frac{\hbar}{m}\sum_j\frac{\mathbf k\cdot\mathbf p_{jv}}{E_v-E_j}\,u_j ,$$

and likewise for $c$. Inserting both corrections and keeping first order gives

$$\mathbf e\cdot\mathbf p_{cv}(\mathbf k)=\frac{\hbar}{m}\sum_j\left[\frac{(\mathbf e\cdot\mathbf p_{cj})(\mathbf k\cdot\mathbf p_{jv})}{E_v-E_j}+\frac{(\mathbf k\cdot\mathbf p_{cj})(\mathbf e\cdot\mathbf p_{jv})}{E_c-E_j}\right]\equiv\hbar\,\mathbf Q\cdot\mathbf k .$$

The intermediate bands $j$ have parity opposite to $c$ and $v$. The vector $\mathbf Q$ is dimensionless and depends on $\mathbf e$. Equal parity alone does not make it nonzero: under full cubic symmetry it survives for non-degenerate states only if $c$ and $v$ have the same symmetry type, and it vanishes for an $A_{1g}$–$A_{2g}$ pair.

A one-dimensional test uses the potential $3\cos 2x$ with $\hbar=m=1$, and its first and third bands, which have equal parity. The momentum element computed at $k=10^{-3}$, divided by $k$, is 0.79808; the sum over intermediate bands also gives 0.79808.

## (b) From pair states to the envelope function

**Express the optical matrix element of an exciton through its envelope $\varphi(\mathbf r)$, and decide which angular momenta absorb.**

For one spin channel, the exciton is a superposition of vertical pair excitations with amplitudes $A_{\mathbf k}$, where $\sum_{\mathbf k}|A_{\mathbf k}|^2=1$. In a crystal of volume $V$ its envelope in the electron–hole separation is

$$\varphi(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf k}A_{\mathbf k}e^{i\mathbf k\cdot\mathbf r},\qquad \nabla\varphi(0)=\frac{i}{\sqrt V}\sum_{\mathbf k}\mathbf k A_{\mathbf k}.$$

Hence $\sum_{\mathbf k}\mathbf kA_{\mathbf k}=-i\sqrt V\,\nabla\varphi(0)$. The matrix element from the ground state is

$$M=\sum_{\mathbf k}A^*_{\mathbf k}\,\hbar\mathbf Q\cdot\mathbf k=i\hbar\sqrt V\,\mathbf Q\cdot\nabla\varphi^*(0),\qquad |M|^2=\hbar^2V\,|\mathbf Q\cdot\nabla\varphi^*(0)|^2 .$$

At an allowed edge the momentum element is a constant, and $\sum_{\mathbf k}A_{\mathbf k}=\sqrt V\varphi(0)$ would appear instead. Here the gradient takes the place of the value.

Near the origin an envelope of angular momentum $l$ behaves as $r^l$ times a spherical harmonic.

- For $l=0$, $A_{\mathbf k}$ is even, so the terms at $\mathbf k$ and $-\mathbf k$ cancel and $M=0$.
- For $l=1$, $\varphi$ is linear in the coordinates and its gradient is finite.
- For $l\ge2$, the gradient vanishes as $r^{l-1}$.

Within the linear form of part (a), p states alone absorb.

## (c) The energies

**Find the bound p levels.**

The envelope obeys

$$-\frac{\hbar^2}{2\mu}\nabla^2\varphi-\frac{e^2}{4\pi\epsilon_0\epsilon_r r}\varphi=(E-E_g)\varphi .$$

Define the exciton radius and Rydberg by

$$a=\frac{4\pi\epsilon_0\epsilon_r\hbar^2}{\mu e^2},\qquad \mathrm{Ry}=\frac{\hbar^2}{2\mu a^2},$$

so that $e^2/(4\pi\epsilon_0\epsilon_r a)=2\,\mathrm{Ry}$. Measure $r$ in units of $a$, set $E-E_g=-\mathrm{Ry}/\nu^2$ and write the radial function as $R=u/r$. Then

$$u''=Wu,\qquad W=\frac{l(l+1)}{r^2}-\frac2r+\frac1{\nu^2}.$$

Insert $u=e^{-r/\nu}\sum_{j\ge0}b_jr^{\,j+l+1}$. The $1/\nu^2$ terms cancel. Equating the coefficients of $r^{j+l}$ gives

$$\big[(j+l+2)(j+l+1)-l(l+1)\big]b_{j+1}=2\left[\frac{j+l+1}{\nu}-1\right]b_j ,$$

and the bracket on the left equals $(j+1)(j+2l+2)$. If the series did not end, then $b_{j+1}/b_j\to2/(\nu j)$, so the sum would grow as $e^{2r/\nu}$ and $u$ would diverge. It must therefore end at some $j=n_r$, which requires

$$\nu=n_r+l+1,\qquad n_r=0,1,2,\dots$$

This step does not need $l$ to be an integer, which part (d) uses. For $l=1$ we write $\nu=n=n_r+2$, so

$$E_n=E_g-\frac{\mathrm{Ry}}{n^2},\qquad n=2,3,4,\dots$$

The series starts at $n=2$ because the centrifugal term admits no p state with $n=1$.

## (d) The amplitude near the origin

**For normalized p states, $\int_0^\infty u^2dr=1$, with $u\to c\,r^2$ at small $r$. Find $c^2$.**

First we need $\langle r^{-2}\rangle$. The radial operator $-d^2/dr^2+l(l+1)/r^2-2/r$ has eigenvalue $-1/(n_r+l+1)^2$. Differentiate with respect to $l$ at fixed $n_r$. The change of the normalized state does not contribute at first order, so the derivative of the eigenvalue is the average of the derivative of the operator:

$$(2l+1)\langle r^{-2}\rangle=\frac{2}{n^3}\quad\Rightarrow\quad\langle r^{-2}\rangle=\frac{2}{3n^3}\quad(l=1).$$

Next take any smooth $f(r)$ for $r>0$ and define

$$B=fu'^2-f'uu'+\tfrac12f''u^2-fWu^2 .$$

Its derivative is

$$\begin{aligned}B'={}&f'u'^2+2fu'u''-f''uu'-f'u'^2-f'uu''\\&+\tfrac12f'''u^2+f''uu'-f'Wu^2-fW'u^2-2fWuu'.\end{aligned}$$

The terms in $f'u'^2$ and $f''uu'$ cancel. With $u''=Wu$, the term $2fu'u''$ cancels $-2fWuu'$, and $-f'uu''$ becomes $-f'Wu^2$. What remains is

$$B'=u^2\left(\tfrac12f'''-2f'W-fW'\right).$$

Integrate from 0 to $\infty$. Since $u$ decays exponentially, the left side gives $-B(0)$. For $l=1$,

$$W=\frac2{r^2}-\frac2r+\frac1{n^2},\qquad W'=-\frac4{r^3}+\frac2{r^2}.$$

*Choice $f=1$.* Here $B=u'^2-Wu^2$ vanishes as $r^2$ at the origin, so $4\langle r^{-3}\rangle-2\langle r^{-2}\rangle=0$ and

$$\langle r^{-3}\rangle=\frac1{3n^3}.$$

*Choice $f=1/r$.* Each term of $B$ vanishes as $r$. The three terms in the bracket are

$$-\frac3{r^4},\qquad \frac4{r^4}-\frac4{r^3}+\frac2{n^2r^2},\qquad \frac4{r^4}-\frac2{r^3},$$

which gives $5\langle r^{-4}\rangle-6\langle r^{-3}\rangle+(2/n^2)\langle r^{-2}\rangle=0$, or

$$\langle r^{-4}\rangle=\frac15\left(\frac2{n^3}-\frac4{3n^5}\right).$$

*Choice $f=1/r^2$.* Now the boundary term survives. With $u=cr^2$ and $u'=2cr$, the four terms of $B(0)$ are $4c^2$, $4c^2$, $3c^2$ and $-2c^2$, in total $9c^2$. In the bracket,

$$-\frac{12}{r^5}+\left(\frac8{r^5}-\frac8{r^4}+\frac4{n^2r^3}\right)+\left(\frac4{r^5}-\frac2{r^4}\right)=-\frac{10}{r^4}+\frac4{n^2r^3}.$$

The $r^{-5}$ terms cancel, as they must for the integral to converge. Hence

$$9c^2=10\langle r^{-4}\rangle-\frac4{n^2}\langle r^{-3}\rangle=\frac4{n^3}-\frac8{3n^5}-\frac4{3n^5}=\frac{4(n^2-1)}{n^5},$$

$$c^2=\frac{4(n^2-1)}{9n^5}.$$

For $n=2$ this is $1/24$. The explicit function $u=cr^2e^{-r/2}$ confirms it, since $\int_0^\infty r^4e^{-r}dr=24$. For $n=7$, direct diagonalization of the radial operator gives $c^2=0.00126931$, equal to the formula to all printed digits.

## (e) The line strengths

**Sum over the three p orbitals of level $n$, and interpret the result.**

Use the real orbitals $\varphi_i=R(r)\sqrt{3/4\pi}\,x_i/r$, with $i=x,y,z$; they span the same space as $m=-1,0,1$, so the summed strength is the same. Restoring the length unit, $R\to c\,r\,a^{-5/2}$ with $r$ now in ordinary units, and

$$\partial_j\varphi_i(0)=\delta_{ij}\sqrt{\frac3{4\pi}}\;\frac{c}{a^{5/2}} .$$

The sum over orbitals therefore gives $|\mathbf Q|^2=\sum_i|Q_i|^2$ times the square of this coefficient:

$$\sum_i|\mathbf Q\cdot\nabla\varphi_i(0)|^2=\frac{3}{4\pi a^5}\,\frac{4(n^2-1)}{9n^5}|\mathbf Q|^2=\frac{|\mathbf Q|^2}{3\pi a^5}\,\frac{n^2-1}{n^5}.$$

**The allowed edge for comparison.** For s states, $u\to c_sr$ and $W=-2/r+1/n^2$. The choice $f=1$ gives $B(0)=c_s^2$ and $c_s^2=\int W'u^2dr=2\langle r^{-2}\rangle$. The formula of part (d) at $l=0$ gives $\langle r^{-2}\rangle=2/n^3$, so $c_s^2=4/n^3$ and $|\varphi_{ns}(0)|^2=1/(\pi a^3n^3)$. The p strength is this density times $|\mathbf Q|^2(1-1/n^2)/(3a^2)$. Both series fall as $n^{-3}$ at large $n$; the extra factor weakens the first p lines and would vanish at $n=1$.

**The approach to the gap.** The spacing of levels at large $n$ is $2\,\mathrm{Ry}/n^3$. Strength divided by spacing tends to the constant $|\mathbf Q|^2/(6\pi a^5\mathrm{Ry})$, so the crowded lines merge into a finite average absorption at $E_g$. Without the Coulomb attraction, a pair of kinetic energy $\mathcal E$ has strength $\propto k^2$ and density of states $\propto k$, so the absorption would start as $k^3\propto\mathcal E^{3/2}$, from zero.

**The total.** As the $n=1$ term is zero, the bound strengths sum to

$$\sum_{n\ge2}\frac{n^2-1}{n^5}=\zeta(3)-\zeta(5)=0.16513 .$$

The 2P line holds $0.09375/0.16513=56.8\%$ of it.

## (f) Absorption

**Find the area of each line in $\mathrm{Im}\,\epsilon$ over photon energy, and from it the absorption coefficient.**

A field $F\cos\omega t$ corresponds to a vector potential of amplitude $F/\omega$. The coupling $e\mathbf A\cdot\mathbf P/m$ then has amplitude $eF/(2m\omega)$ in its absorbing part, and the golden rule gives the rate

$$w=\frac{2\pi}{\hbar}\left(\frac{eF}{2m\omega}\right)^2|M|^2\,\delta(E_n-\hbar\omega).$$

The absorbed power per volume, $\hbar\omega w/V$, equals $\tfrac12\epsilon_0\omega F^2\,\mathrm{Im}\,\epsilon$. Therefore

$$\mathrm{Im}\,\epsilon=\frac{\pi e^2}{\epsilon_0m^2\omega^2V}|M|^2\,\delta(E_n-\hbar\omega).$$

With spin-degenerate bands and no spin–orbit coupling, the two spin channels add in amplitude in the normalized singlet. This multiplies $|M|^2$ by $g=(2/\sqrt2)^2=2$. With $\omega_n=E_n/\hbar$, the area is

$$S_n=\frac{\pi e^2g\hbar^2|\mathbf Q|^2}{\epsilon_0m^2\omega_n^2}\,\frac{n^2-1}{3\pi a^5n^5}.$$

The definitions of $a$ and Ry give $e^2/\epsilon_0=8\pi\epsilon_r a\,\mathrm{Ry}$ and $\hbar^2/m=2(\mu/m)a^2\mathrm{Ry}$. All powers of $a$ cancel:

$$S_n=\frac{32\pi}{3}\,\epsilon_r\left(\frac{\mu}{m}\right)^2g|\mathbf Q|^2\,\frac{\mathrm{Ry}^3}{E_n^2}\,\frac{n^2-1}{n^5}.$$

The absorption coefficient is $\omega\,\mathrm{Im}\,\epsilon/(cn_0)$, where $c$ is here the speed of light and $n_0$ the refractive index. With vacuum wavelength $\lambda_n$, its area is $2\pi S_n/(n_0\lambda_n)$.

## (g) Cuprous oxide as a case

**Evaluate the series for rough parameters of the yellow series of cuprous oxide, and size what the model omits.**

The gap is set to $E_g=2.172$ eV. As a property of the material only the rounded value 2.2 eV is meant; the further digits serve to show the spacing of the lines. Rough typical values for the other inputs are masses $1.0\,m$ and $0.6\,m$, $\epsilon_r=7.5$, $n_0=3.0$ and a 2P full linewidth of 1.5 meV. The value $|\mathbf Q|=0.1$ is chosen. Then $\mu=0.375\,m$, $\mathrm{Ry}=90.70$ meV and $a=1.058$ nm.

The 2P binding energy is $90.70/4=22.68$ meV, which puts the line at 2.149 eV, or 576.9 nm. The 3P line lies at 573.5 nm with 0.351 of the 2P strength; 7P lies at 571.3 nm with 0.030. For 2P,

$$S_2=33.51\times7.5\times0.375^2\times2\times0.1^2\times\frac{(0.0907)^3}{(2.1493)^2}\times0.09375\ \text{eV}=10.7\ \mu\text{eV}.$$

The absorption area is $2\pi(10.71\times10^{-6}\,\text{eV})/(3.0\times576.85\times10^{-7}\,\text{cm})=0.389$ eV/cm. A Lorentzian of full width $\Gamma$ has peak $2/(\pi\Gamma)$ times its area, here $2(0.389)/(\pi\times0.0015)\approx165$ cm$^{-1}$. This value scales as $|\mathbf Q|^2$ and so is not a prediction for the material.

**Comparison with the real crystal.** The yellow series does belong to an edge between bands of equal parity, and its p lines start at $n=2$. Its valence band is split by spin–orbit coupling, so $g|\mathbf Q|^2$ should be read as one effective coefficient. One assumption that fails is a pure Coulomb problem with parabolic bands down to small separations; the error in energy is largest for the low lines. The resulting shift is described by a quantum defect $\delta$, with binding $\mathrm{Ry}/(n-\delta)^2$. The defect varies with $n$. Here 0.2 is taken as a rough value for the higher p states; for 2P it is much smaller, since the measured line lies near 2.148 eV, a binding of about 24 meV. As a toy model of a short-range change in the interaction, not of non-parabolic bands, add the attraction $-3.66\,\mathrm{Ry}\,e^{-r^2/a^2}$, whose depth is tuned to give $\delta=0.2$ for 7P. The 2P binding rises from 22.68 to 27.55 meV, and the 2P/7P strength ratio from 32.8 to 49.6, about 50% above the ideal value. In this model the strength ratio thus changes more than the 2P binding, which rises by roughly 20%. The Gaussian shape and range are assumptions: with a range of $0.6a$ or $1.5a$, and the depth retuned to the same $\delta$ for 7P, the strength ratio is about 41 or 59. The mechanism matters even more. If the same $\delta$ for 7P is produced by a non-parabolic kinetic energy $\mathrm{Ry}\,t(1+\gamma bt)/(1+bt)$, with $t=(ka)^2$, $\gamma=0.3$ or $0.5$ and $b$ tuned, the 2P binding is about 25 meV and the ratio falls to about 27 or 29, below the ideal value. A quantum defect alone therefore fixes neither the size nor the sign of the change in the strength ratio.

**Other omissions.**

- *Screening.* The mean radius is 5.3 nm for 2P and 77 nm for 7P, against a lattice constant of about 0.43 nm, so an envelope description is reasonable for the energies. It is less safe for the strengths, which depend on the gradient at the origin: about 11% of the 2P amplitude comes from $k$ above $\pi$ divided by the lattice constant. If $\epsilon_r$ were 6.5, at fixed masses and $\mathbf Q$, Ry would rise by a factor of 1.33 and the squared gradients, which scale as $a^{-5}$, by a factor of 2.05.
- *Higher powers of $k$.* The mean kinetic energy is $\mathrm{Ry}/n^2$, so $\langle k^2\rangle=1/(na)^2$. If the relative correction to the linear element is $k^2$ times the lattice constant squared, it is about 4% at the root-mean-square wavevector of 2P. The line strength can change by much more. For p states $A_{\mathbf k}$ falls only as $k^{-5}$ at large $k$, so a cubic term in the element adds a sum over $\mathbf k$ that grows linearly with the largest $k$ included and is limited only by the size of the Brillouin zone.
- *Photon momentum.* The photon wavevector $q$ satisfies $qa=0.035$. In cuprous oxide, where the valence band derives from orbitals of $xy$, $yz$, $zx$ symmetry, it permits a quadrupole 1S line for suitable directions of light and polarization; this orbital symmetry suffices even without spin–orbit coupling. (For single orbitals without spin–orbit coupling, cubic symmetry makes $\mathbf Q$ parallel to $\mathbf e$, and $\mathbf Q\cdot\mathbf q$ vanishes for transverse light.) With a coefficient equal to $|\mathbf Q|$, its strength relative to 2P is $q^2|\varphi_{1s}(0)|^2$ divided by $1/(32\pi a^5)$, that is $32(qa)^2\approx0.04$. The missing $n=1$ line is thus a property of the dipole model.
- *The factor $1/E_n^2$.* This factor is contained in $S_n$ but left out of the strength ratios quoted above. It raises the 2P area in $\mathrm{Im}\,\epsilon$ by 2% relative to 7P.
- *Temperature and linewidth.* At 300 K, $k_BT=25.9$ meV exceeds the binding of every p line of the ideal series; at 2 K it is 0.17 meV, below the 1.85 meV of 7P. Phonon broadening and the thermal shift of the gap are not included. The 6P–7P spacing is 0.67 meV, so with the 1.5 meV width taken for 2P these lines would overlap almost completely; to resolve them clearly, their widths should be comparable to the spacing or smaller.
- *Electric fields.* With $C=e/(4\pi\epsilon_0\epsilon_r)$, the potential energy per charge $-C/r-Fr$ has its maximum $-2\sqrt{CF}$ at $r=\sqrt{C/F}$. Equating this to the level gives $F=(\mathrm{Ry}/en^2)^2/(4C)$: 6.7 kV/cm for 2P and 45 V/cm for 7P. Tunnelling and Stark shifts are ignored, so these are rough scales. For 2P the value is low as an ionization threshold: the states with $m=\pm1$ about the field have a width of only $10^{-4}$ meV at 6.7 kV/cm and pass 1.5 meV between two and three times that field, while the $m=0$ state is already split by about $\pm2$ meV through mixing with 2S. The $n^{-4}$ fall means that stray fields harmless to 2P can remove the upper lines.

The full table of lines is in the numerical output below.

## Numbers as computed

```
Gap (rough input): 2.172 eV
Electron, hole mass (rough input): 1.0, 0.6 m0
Relative permittivity (rough input): 7.5
Refractive index (rough input): 3.0
2P full linewidth (rough input): 1.5 meV
Lattice constant (rough input): 0.43 nm
|Q| (chosen), spin factor g: 0.1, 2
Reduced mass: 0.375 m0
Exciton Rydberg: 90.70 meV
Exciton radius a: 1.058 nm
n | binding meV | energy eV | wavelength nm | (n^2-1)/n^5 | rel. to 2P
2 | 22.68 | 2.1493 | 576.85 | 0.093750 | 1.0000
3 | 10.08 | 2.1619 | 573.49 | 0.032922 | 0.3512
4 | 5.67 | 2.1663 | 572.32 | 0.014648 | 0.1562
5 | 3.63 | 2.1684 | 571.78 | 0.007680 | 0.0819
6 | 2.52 | 2.1695 | 571.49 | 0.004501 | 0.0480
7 | 1.85 | 2.1701 | 571.32 | 0.002856 | 0.0305
n | c^2 from diagonalization | 4(n^2-1)/(9n^5), units a^-5
2 | 0.04166667 | 0.04166667
3 | 0.01463192 | 0.01463192
7 | 0.00126931 | 0.00126931
Sum of (n^2-1)/n^5 over the series: 0.16513
Share of 2P in the bound series: 56.8 %
Mean radius 2P, 7P: 5.29, 76.7 nm
2P area in Im(eps): 10.71 micro-eV
2P area in absorption coefficient: 0.389 eV/cm
2P peak absorption coefficient: 165 1/cm
Periodic-potential test, slope direct: 0.79808
Periodic-potential test, slope k.p sum: 0.79808
1/E^2 factor, 2P over 7P, excess: 1.95 %
Short-range model: depth 3.659 Ry, range 1 a, 7P defect 0.200
2P binding with short-range term: 27.55 meV
Strength ratio 2P/7P, ideal: 32.83
Strength ratio 2P/7P, with short-range term: 49.56
Permittivity 6.5: Rydberg x 1.33, strengths x 2.05
(lattice constant/(2a))^2: 0.041
Photon wavevector times a: 0.0346
Exciton recoil energy: 25.4 micro-eV
Quadrupole 1S over 2P, equal coefficients: 0.038
kT at 2 K: 0.172 meV
kT at 300 K: 25.852 meV
Classical ionizing field 2P: 6696 V/cm
Classical ionizing field 7P: 44.6 V/cm
```
